\section*{Choosing k-Meshes for a Small Thermopower in Cubic Silicides}

\section{What symmetry and dimensions fix}

In a cubic crystal the thermopower is one number. The tensor $S_{ij}$ must be unchanged by every operation of the cubic group. A half-turn about $z$ reverses $x$ and $y$, so $S_{xz}=-S_{xz}=0$ and $S_{yz}=0$; a half-turn about $x$ removes $S_{xy}$ in the same way. A threefold rotation about $[111]$ permutes the axes, so $S_{xx}=S_{yy}=S_{zz}=S$.

Dimensions fix the scale. If all states share one relaxation time $\tau$, both the current driven by a field and that driven by a temperature gradient are proportional to $\tau$, and it drops out of their ratio. What remains is $k_B/e=86.2\ \mu$V/K times a pure number set by the bands, the filling and the temperature $T$.

A further symmetry makes that number small in a metal. A state at energy $\varepsilon$ contributes to $S$ in proportion to $\varepsilon-\mu$, with $\mu$ the chemical potential. If the transport weight were even about $\mu$, the states above and below would cancel. A metallic $S$ is what remains when the weight is slightly uneven.

Programs that interpolate bands for transport offer two density settings: the coarse mesh of computed band energies, here called $n$, and the fine integration mesh, here called $N$. This guide shows how each affects a small $S$.

\section{The two integrals}

Let $f$ be the Fermi function, $\mathbf v=\nabla_k\varepsilon/\hbar$ the velocity, $-e$ the electron charge and $\Omega$ the primitive-cell volume. With a field $\mathbf F$ and slow gradients of $\mu$ and $T$, the linearised Boltzmann equation gives the deviation
\[
\delta f=-\tau\Big[\mathbf v\cdot\nabla_r f-\frac{e}{\hbar}\mathbf F\cdot\nabla_k f\Big].
\]
Since $f$ depends on $(\varepsilon-\mu)/k_BT$,
\[
\nabla_r f=-\frac{\partial f}{\partial\varepsilon}\Big[\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\Big],\qquad
\nabla_k f=\hbar\mathbf v\frac{\partial f}{\partial\varepsilon}.
\]
Define $\boldsymbol{\mathcal E}=\mathbf F+\nabla\mu/e$, the field that a voltmeter senses. Then
\[
\delta f=-\tau\Big(-\frac{\partial f}{\partial\varepsilon}\Big)\mathbf v\cdot\Big[e\boldsymbol{\mathcal E}+\frac{\varepsilon-\mu}{T}\nabla T\Big].
\]
Let $\langle\cdots\rangle$ denote the average over the Brillouin zone, summed over bands. With two spins the current density is $\mathbf j=-(2e/\Omega)\langle\mathbf v\,\delta f\rangle$, or
\begin{equation}
\mathbf j=\frac{2e\tau}{\Omega}\Big[eK_0\boldsymbol{\mathcal E}+\frac{K_1}{T}\nabla T\Big],\quad
K_p=\Big\langle v_x^2(\varepsilon-\mu)^p\Big(-\frac{\partial f}{\partial\varepsilon}\Big)\Big\rangle .
\end{equation}
The conductivity is $\sigma=2e^2\tau K_0/\Omega$. At zero current $\boldsymbol{\mathcal E}=S\nabla T$ with
\begin{equation}
S=-\frac{K_1}{eTK_0}.
\label{S}
\end{equation}
More weight above $\mu$ than below makes $S$ negative. Phonon drag, interband velocity terms and spin-orbit coupling are left out.

\section{How strong the cancellation is}

Let $A_1=\langle v_x^2|\varepsilon-\mu|(-\partial f/\partial\varepsilon)\rangle$ be the sum without cancellation, and $C=A_1/|K_1|$ the cancellation factor. If the weight is nearly constant within a few $k_BT$ of $\mu$, then with $u=(\varepsilon-\mu)/k_BT$ and one integration by parts
\[
\frac{A_1}{eTK_0}\simeq\frac{2k_B}{e}\int_0^\infty u\Big(-\frac{df}{du}\Big)du
=\frac{2k_B}{e}\int_0^\infty\frac{du}{e^u+1}=\frac{2\ln2\,k_B}{e},
\]
which is about $119\ \mu$V/K at any temperature.

Now let the weight $v_x^2$ of each state carry a relative error of at most $\eta$, with energies and $\mu$ held fixed. Then $|\delta K_0|\le\eta K_0$ and $|\delta K_1|\le\eta A_1$. Putting the two ratios over a common denominator,
\[
\frac{K_1+\delta K_1}{K_0+\delta K_0}-\frac{K_1}{K_0}
=\frac{\delta K_1-(K_1/K_0)\,\delta K_0}{K_0+\delta K_0}.
\]
The denominator is at least $(1-\eta)K_0$, so
\begin{equation}
|\delta S|\le\frac{\eta}{1-\eta}\Big(\frac{A_1}{eTK_0}+|S|\Big)=\frac{\eta}{1-\eta}(C+1)|S|.
\label{bound}
\end{equation}
A uniform error multiplies $K_0$ and $K_1$ alike and does no harm. When $C$ is large, an error that changes sign at $\mu$ nearly reaches the bound, and a conductivity converged to one per cent then says little about $S$.

Two limits show when this matters. In a metal at low temperature, let $\Sigma(\varepsilon)$ be $v_x^2$ summed over the states at energy $\varepsilon$, and expand it about $\mu$. The constant term gives $K_0\simeq\Sigma(\mu)$ and drops out of $K_1$ by parity. The linear term gives $K_1\simeq\Sigma'(\mu)(k_BT)^2\int u^2(-df/du)\,du=\frac{\pi^2}{3}(k_BT)^2\Sigma'(\mu)$, hence
\begin{equation}
S\simeq-\frac{\pi^2k_B^2T}{3e}\,\frac{d\ln\Sigma}{d\varepsilon}\Big|_{\mu}.
\label{mott}
\end{equation}
Here $S$ falls as $T$ while the gross part stays near $119\ \mu$V/K, so $C$ grows as $1/T$. In a lightly doped semiconductor with $\mu$ far below the conduction band, all carriers lie above $\mu$, so $A_1=K_1$ and $C=1$. Settings adequate there need not be adequate for a silicide.

\section{The coarse mesh: interpolation}

\subsection{Symmetric functions}

For a face-centred cubic lattice write $\mathbf R=(a/2)(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even, and $\mathbf x=\mathbf k a/2$. Average $e^{i\mathbf k\cdot\mathbf R}$ over the 48 cubic operations. The sign changes turn each exponential factor into a cosine, and the six permutations $P$ remain:
\[
S_m(\mathbf k)=\frac16\sum_P\cos(n_{P1}x)\cos(n_{P2}y)\cos(n_{P3}z).
\]
The index $m$ labels a star, the set of lattice vectors related by symmetry; $m=0$ is $\mathbf R=0$. A series $\varepsilon(\mathbf k)=\sum_mc_mS_m(\mathbf k)$ has cubic symmetry whatever its coefficients. It can therefore conceal a fault in the data, and symmetry must be checked on the input bands through $\varepsilon(g\mathbf k+\mathbf G)=\varepsilon(\mathbf k)$ for each operation $g$ and reciprocal vector $\mathbf G$.

\subsection{The smoothest series through the data}

Use more stars than data points, and choose among the series that reproduce all data $\varepsilon_i$ the one with the least roughness $\sum_{m>0}\rho_mc_m^2$. The example uses
\[
\rho_m=\big(1-\tfrac34r_m^2\big)^2+\tfrac34r_m^6,\qquad r_m=R_m/R_{\min},
\]
with $R_{\min}$ the shortest nonzero lattice vector. Subtracting the condition at point $0$ from the others removes $c_0$:
\[
\Delta\varepsilon_i=\varepsilon_i-\varepsilon_0=\sum_{m>0}A_{im}c_m,\quad A_{im}=S_m(\mathbf k_i)-S_m(\mathbf k_0).
\]
Make $\frac12\sum_m\rho_mc_m^2-\sum_i\lambda_i(\sum_mA_{im}c_m-\Delta\varepsilon_i)$ stationary in $c_m$. This gives $\rho_mc_m=\sum_i\lambda_iA_{im}$. Inserting it into the constraints leaves a linear system for the multipliers:
\[
\sum_jH_{ij}\lambda_j=\Delta\varepsilon_i,\quad H_{ij}=\sum_{m>0}\frac{A_{im}A_{jm}}{\rho_m},\quad
c_0=\varepsilon_0-\sum_{m>0}c_mS_m(\mathbf k_0).
\]
Because $\rho_m>0$, the stationary point is a minimum. The matrix $H$ can be inverted if symmetry-equivalent points have been removed and enough stars are kept.

Velocities and inverse masses follow by differentiation. Since $\partial/\partial k_x=(a/2)\,\partial/\partial x$,
\[
\hbar v_x=\frac a2\sum_mc_m\frac{\partial S_m}{\partial x},\qquad
\nabla_k^2\varepsilon=-\sum_mR_m^2c_mS_m .
\]

This works for smooth bands. Bands sorted by energy have kinks where they cross, and a smooth series rounds the kinks off. Near crossings, bands must be followed by character, or the Hamiltonian itself interpolated.

\section{The fine mesh: integration}

\subsection{Why convergence depends on temperature}

Let the mesh have spacing $\pi/N$ in each component of $\mathbf x$. Averaging $F(\mathbf k)=\sum_{\mathbf R}F_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ over it keeps each term whose phase is unity at all mesh points. These have $n_i=2Np_i$ with integer $p_i$, or $\mathbf R=Na\,\mathbf p$. The term $\mathbf p=0$ is the wanted average; the others are the error, led by the shortest alias vectors, of length $Na$.

Their size is set by the Fermi function, which has poles at $\varepsilon=\mu\pm i\pi k_BT$. Near the Fermi surface $\varepsilon(k_x+i\kappa)\simeq\mu+i\hbar v_x\kappa$, so the nearest pole lies at $\kappa=\pi k_BT/\hbar v_x$. Moving the integration path for $F_{\mathbf R}$ up to the pole gives a factor $e^{-\kappa R}$. The mesh error thus falls roughly as
\begin{equation}
e^{-Na/\ell},\qquad \ell=\frac{\hbar v_x}{\pi k_BT},
\label{decay}
\end{equation}
with the largest $v_x$ near $\mu$. In three dimensions this is an estimate, because the prefactor depends on the shape of the Fermi surface.

In one dimension the exponent can be tested. For $\varepsilon=-2t\cos k$ and $\mu=0$, put $k=\pi/2+i\kappa$. Then $\cos k=-i\sinh\kappa$, and the pole condition is $2t\sinh\kappa=\pi k_BT$. With $t=0.25$ eV at 300 K this gives $\kappa=0.16173$ per mesh point. The errors in the mean of $-\partial f/\partial\varepsilon$ on 80 and 120 points, divided by the number of points to remove the prefactor of a double pole, give $0.16174$.

Halving the temperature doubles $\ell$, which requires twice the $N$ and eight times the points, while (\ref{mott}) doubles $C$.

\subsection{A second formula for the same thermopower}

The entropy of a state with occupation $f$ is $s=-k_B[f\ln f+(1-f)\ln(1-f)]$. Because $\ln f=\ln(1-f)-u$ and $1-f=1/(1+e^{-u})$,
\[
s=k_B\big[uf+\ln(1+e^{-u})\big].
\]
Its derivative is $ds/du=k_B[f+u\,df/du-f]=k_Bu\,df/du$, where the last $f$ comes from the logarithm. Therefore
\[
\frac{d(-Ts)}{d\varepsilon}=-u\frac{df}{du}=(\varepsilon-\mu)\Big(-\frac{\partial f}{\partial\varepsilon}\Big).
\]
One factor $v_x$ in $K_1$ now combines with this derivative into $\hbar^{-1}\partial(-Ts)/\partial k_x$. Integrating by parts over the periodic zone leaves no boundary term:
\[
K_1=\frac1\hbar\Big\langle v_x\frac{\partial(-Ts)}{\partial k_x}\Big\rangle
=\frac T\hbar\Big\langle s\frac{\partial v_x}{\partial k_x}\Big\rangle
=T\Big\langle\frac{s}{m_{xx}}\Big\rangle,\quad
\frac1{m_{xx}}=\frac1{\hbar^2}\frac{\partial^2\varepsilon}{\partial k_x^2}.
\]
The same step with $-f$ in place of $-Ts$ gives $K_0=\langle f/m_{xx}\rangle$, so
\begin{equation}
S=-\frac1e\,\frac{\langle s/m_{xx}\rangle}{\langle f/m_{xx}\rangle}.
\label{entropy}
\end{equation}
In a cubic crystal $1/m_{xx}$ may be replaced by $\nabla_k^2\varepsilon/3\hbar^2$.

For smooth bands (\ref{S}) and (\ref{entropy}) are equal as integrals, but not as sums on a finite mesh. The integrands of $K_1$ differ by the total derivative $\hbar^{-1}\partial(-Tsv_x)/\partial k_x$, whose mesh average contains just the alias terms. A gap between the two values of $S$ therefore reveals an unconverged mesh. Agreement doesn't validate the bands, since both forms use the same series.

\section{A worked case}

\subsection{The model}

Take a broad and a narrow band on a face-centred cubic lattice. With $\gamma_1=4(\cos x\cos y+\cos y\cos z+\cos z\cos x)$ and $\gamma_2=2(\cos2x+\cos2y+\cos2z)$, in eV,
\[
b=-0.25\gamma_1-0.03\gamma_2,\qquad d=-0.5-0.05\gamma_1,
\]
\[
\varepsilon_\pm=\tfrac12(b+d)\pm\sqrt{\tfrac14(b-d)^2+0.5^2}.
\]
The hybridisation of 0.5 eV keeps the sorted bands apart. Further, $a=0.54$ nm, $T=300$ K and $k_BT=25.85$ meV. In this model $S$ first changes sign at 0.325 electrons per cell; it has further zeros at higher filling. The working filling is 0.38, chosen to lie close to that zero, and it is held fixed in all mesh comparisons.

\subsection{Symmetry}

The input bands obey the cubic operations to $2\times10^{-15}$ eV. As a control, the nearest-neighbour hoppings with a $z$ component were changed by 1\%. The defect rises to 16 meV, which the check detects at once. The resulting false anisotropy $S_{zz}-S_{xx}$ is about $-0.02\ \mu$V/K, roughly 1\% of $S$. This fault is thus plain in the energies and mild in the anisotropy of $S$, at this filling; the shift of the mean $S$ was not computed.

\subsection{Coarse mesh}

A coarse mesh $n$ has spacing $\pi/n$ in $\mathbf x$ and $4n^3$ points in the zone. The reference is $S=1.628\ \mu$V/K, from the model's own energies and velocities without interpolation, on a mesh $N=150$. The interpolated values use $N=128$ and all stars up to a length of about $2.2n\,(a/2)$, several per data point; the errors depend mildly on this cutoff. Energy errors are the largest found at 250 random points.

\begin{center}
\begin{tabular}{rrrr}
$n$ & irreducible points & energy error (meV) & error in $S$ ($\mu$V/K)\\
4 & 19 & 10.7 & $-0.740$\\
8 & 85 & 0.62 & $-0.091$\\
12 & 231 & 0.058 & $-0.014$\\
16 & 489 & 0.0075 & $-0.002$
\end{tabular}
\end{center}

At $n=4$ the root-mean-square velocity error is 1.9\% of the root-mean-square velocity, yet $S$ is wrong by 45\%. At $n=8$ these figures are 0.14\% and 6\%. With the hybridisation set to zero the bands cross, and the energy error at $n=16$ is 33 meV instead of 0.0075 meV.

\subsection{Fine mesh}

With the $n=16$ series, the two forms give, in $\mu$V/K:

\begin{center}
\begin{tabular}{rrr}
$N$ & velocity form (\ref{S}) & entropy form (\ref{entropy})\\
16 & $-13.648$ & 1.665\\
32 & 0.996 & 1.625\\
64 & 1.630 & 1.626\\
128 & 1.626 & 1.626
\end{tabular}
\end{center}

At $N=16$ the velocity form has the wrong sign and eight times the magnitude. The estimate (\ref{decay}) gives the order of magnitude. The largest $\hbar v_x$ near $\mu$ is 0.334 eV\,nm, so $\ell=0.334/(\pi\times0.02585)=4.11$ nm. For $N=16$, $Na=8.64$ nm and $e^{-8.64/4.11}=0.12$; multiplied by the gross $119\ \mu$V/K this is about $15\ \mu$V/K, and the actual error is $15.3$. For $N=32$ the same product is $1.8$, against an actual $0.63$. The alias terms also carry phases that change with $N$, which the estimate omits. The error therefore oscillates in sign and size: the estimate describes its peaks rather than bounding them strictly, and near a node the error is many times smaller. A small error at one $N$ does not show that neighbouring $N$ are as good.

The entropy form converges much faster here. The gain is not explained here, and it should be confirmed, not assumed, for other bands.

At $N=128$ the forms agree to the digits shown, yet both differ from the reference by $0.002\ \mu$V/K. That remainder is mainly interpolation error, which their agreement cannot reveal.

\subsection{The cancellation}

States above $\mu$ contribute $-58.72\ \mu$V/K and states below $+60.35\ \mu$V/K:
\[
S=60.35-58.72=1.63\ \mu\mathrm{V/K},\qquad C=\frac{60.35+58.72}{1.626}=73.2 .
\]
The gross sum, 119.1, agrees with $2\ln2\,k_B/e$. The upper band carries almost no current and adds $-0.005\ \mu$V/K, so this is a cancellation across $\mu$ within one band, not between electron and hole bands.

For $\eta=0.01$ the bound (\ref{bound}) is $(0.01/0.99)(119.1+1.6)=1.22\ \mu$V/K. Raising the weight by 1\% above $\mu$ and lowering it by 1\% below shifts $S$ by $-1.19\ \mu$V/K, or 73\% of its value. To guarantee $S$ to 10\% against errors of this kind, $\eta$ must stay below about $0.1/74.2=0.13\%$.

\section{What a converged number means for a real silicide}

The lattice constant and a resistivity of 15 $\mu\Omega$\,cm are rough values for CoSi$_2$ films. The bands are not those of CoSi$_2$, and the filling was chosen for its small $S$, so $1.6\ \mu$V/K is no prediction for that material. The resistivity implies $\tau=41$ fs and, with a root-mean-square speed of $4.6\times10^5$ m/s, a mean free path of 19 nm. This is long compared with $a$, as Boltzmann transport requires, but comparable with the thickness of thin contact layers, where surface scattering would matter; that effect is not sized here.

Of the approximations sized here, the common $\tau$ matters most. For nearly elastic scattering with constant matrix elements, $\tau$ is inversely proportional to the density of states $D$. In (\ref{mott}) $\Sigma$ then becomes $\Sigma\tau$, which adds
\[
\Delta S\simeq+\frac{\pi^2k_B^2T}{3e}\frac{d\ln D}{d\varepsilon}\approx17\ \mu\mathrm{V/K},
\]
ten times the converged $S$. An error of $\pm10$ meV in $\mu$ changes $S$ by $\pm0.16\ \mu$V/K, or 10\%. Lifetime broadening, with half-width $\hbar/2\tau=8$ meV and $\mu$ fixed, has no effect that this estimate can resolve: the computed shift is about $0.001\ \mu$V/K in size, while the energy binning behind it was tested only to $0.05\ \mu$V/K. At fixed filling the tails of the broadened levels also move $\mu$, and that shift, which can matter more, is not included. Mesh convergence makes $S$ a property of the model; near a cancellation, the scattering law can outweigh the converged value.

\section{Setting the two densities}

\begin{enumerate}
\item Check the symmetry of the input energies before symmetrising them, and look for band crossings near $\mu$.
\item State the tolerance $\delta$ on $S$ in $\mu$V/K. A relative tolerance on $\sigma$ does not control $S$.
\item Find the largest $\hbar v_x$ within about $k_BT$ of $\mu$ and start from
\[
N\simeq\frac{\ell}{a}\ln\frac{119\ \mu\mathrm{V/K}}{\delta}.
\]
For $\delta=0.01\ \mu$V/K the example gives $(4.11/0.54)\times9.4\simeq71$; the velocity form at $N=64$ is within $0.005$ only because its oscillating error is near a node there, and at $N=67$ to $70$ it is again slightly above $0.01$. The rule takes the unknown prefactor as one and should be evaluated at the lowest temperature wanted. It assumes a metal whose nearest singularity is the Fermi pole, so a narrow avoided crossing near $\mu$ can demand a larger $N$. On another mesh, $Na$ must be replaced by the length of its shortest alias vector.
\item Compare (\ref{S}) with (\ref{entropy}), then increase $N$ once more. Both changes should be below $\delta$.
\item With $N$ fixed, raise $n$ until $S$ itself settles. In the example $n=8$ suffices for $0.1\ \mu$V/K and $n=12$ for $0.02\ \mu$V/K.
\item Report $C$ with $S$. If $C$ is large, repeat the calculation with an energy-dependent $\tau$ before interpreting even the sign.
\end{enumerate}

The numerical output below lists the values at higher precision.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant 0.54 nm, T 300 K, kT 25.85 meV
hoppings: broad 0.25, second 0.03, narrow 0.05 eV
narrow level -0.5 eV, hybridisation 0.5 eV
symmetry defect, cubic: 2.2e-15 eV
symmetry defect, 1% bond change: 0.0164 eV
false S_zz-S_xx from that change: -0.016 uV/K
1D mesh decay per point: seen 0.16174, pole 0.16173
filling with S=0: 0.3251 electrons/cell
working filling: 0.38 electrons/cell, mu -1.16286 eV
coarse n=4: 19 irreducible of 256 k points
  max energy error 10.6900 meV, rms velocity error 1.9402 %
  S 0.8876 uV/K, error -0.7400 uV/K
coarse n=8: 85 irreducible of 2048 k points
  max energy error 0.6218 meV, rms velocity error 0.1418 %
  S 1.5365 uV/K, error -0.0912 uV/K
coarse n=12: 231 irreducible of 6912 k points
  max energy error 0.0576 meV, rms velocity error 0.0195 %
  S 1.6135 uV/K, error -0.0141 uV/K
coarse n=16: 489 irreducible of 16384 k points
  max energy error 0.0075 meV, rms velocity error 0.0029 %
  S 1.6256 uV/K, error -0.0020 uV/K
max energy error with crossing bands, n=16: 32.57 meV
mesh N=16: S velocity -13.6476, entropy 1.6646 uV/K
mesh N=32: S velocity 0.9958, entropy 1.6246 uV/K
mesh N=64: S velocity 1.6301, entropy 1.6255 uV/K
mesh N=128: S velocity 1.6256, entropy 1.6256 uV/K
direct bands, N=150: S 1.6276 uV/K
largest hbar*v_x near mu: 0.3341 eV nm
mesh decay length 4.113 nm, N*a at N=128 69.12 nm
pole factor exp(-N a/length) at N=128: 5.0e-08
S part from above mu: -58.7198 uV/K
S part from below mu: 60.3454 uV/K
net S: 1.6256 uV/K, cancellation factor 73.24
conductivity share: lower 1.0000, upper 0.0000
S contribution: lower 1.6310, upper -0.0054 uV/K
1% odd weight error: S shift -1.1906, bound 1.2191 uV/K
rough resistivity 15 uOhm cm, lifetime 40.55 fs
rms speed 4.595e+05 m/s, mean free path 18.63 nm
spectral half-width hbar/(2 tau): 8.12 meV
S shift, lifetime ~ 1/DOS (Mott estimate): 16.725 uV/K
S shift, lifetime broadening: -0.001 uV/K
S shift, mu -10 / +10 meV: -0.157 / 0.159 uV/K
\end{verbatim}
